# Locating contact in a closing tunnelling gap with an implicit method

## Definitions and conventions

In an electrochemical metallization cell, metal ions cross a thin insulator and deposit on a filament. Let $x$ be the gap between the filament tip and the counter-electrode, and $V$ the voltage across the cell. Positive $V$ makes the filament grow, so $x$ falls; negative $V$ dissolves it. Contact means $x=0$.

A source of constant voltage $V_a$ feeds the cell through a resistance $R$, and a capacitance $C$ lies in parallel with the cell. The temperature is $T$ and $V_T=k_BT/e$. At $t=0$ the capacitor is already charged, so the charging transient is left out.

**Growth.** One charge-transfer reaction, with ion charge $z=1$ and symmetry factor 1/2, is assumed to limit the ionic current and to take the whole cell voltage. The Butler–Volmer law gives the current density

$$j=j_0\left(e^{V/2V_T}-e^{-V/2V_T}\right)=2j_0\sinh\frac{V}{2V_T}.$$

Each charge $ze$ adds one atom of volume $\Omega$, so the filament lengthens at the speed $j\Omega/(ze)$:

$$\dot x=-u(V),\qquad u(V)=2v_0\sinh\frac{V}{2V_T},\qquad v_0=\frac{j_0\Omega}{ze}.\tag{1}$$

**Circuit.** An electron of mass $m$ under a barrier of height $\varphi$ has an amplitude that decays as $e^{-\kappa x}$, with $\kappa=\sqrt{2m\varphi}/\hbar$. For a thick barrier, $\kappa x\gg1$, the conductance follows the squared amplitude. The model uses this form down to $x=0$, although it is only a rough interpolation for $\kappa x\lesssim1$. With the exact transmission of a square barrier of the same height, $1/[1+(E_F+\varphi)^2\sinh^2(\kappa x)/(4E_F\varphi)]$, and a Fermi energy $E_F=7$ eV, the contact time of the example below would be about 0.47 s instead of 0.22 s. I take the conductance as ohmic, $G=G_ce^{-2\kappa x}$, with $G_c=2e^2/h$ at contact. This is the conductance of one fully open channel, a model for a tip that ends in a single atom; a blunt metal tip would have many channels and a much larger $G_c$. The current through $R$ charges the capacitor and supplies the tunnelling current:

$$\frac{V_a-V}{R}=C\dot V+GV.$$

Multiplying by $R$ and writing $g(x)=RG_ce^{-2\kappa x}$ gives

$$RC\,\dot V=V_a-[1+g(x)]V.\tag{2}$$

The ionic current is absent from (2). At the full applied voltage, and even for an area of 100 nm², far larger than a one-atom tip, it would drop 0.158 µV across $R$, which is negligible beside $V_a=0.5$ V. At the initial gap of 2 nm it nevertheless exceeds the tunnelling current, so the neglect is justified for $V$, not for the total current at early times.

The worked example uses round model parameters: initial gap 2 nm, $R=100$ kΩ, $C=100$ pF, $T=300$ K, $\varphi=2$ eV with the free-electron mass, $j_0=1$ A/m² and $\Omega=0.012$ nm³. They give $RC=10$ µs, $V_T=25.85$ mV, $v_0=0.0749$ nm/s, $\kappa=7.245$ nm⁻¹ and $RG_c=7.748$.

## Two stages of closure

If the capacitor follows the gap closely, $\dot V$ is negligible in (2) and

$$V_s(x)=\frac{V_a}{1+g(x)}.\tag{3}$$

While $g\ll1$ the cell holds nearly all of $V_a$. The tip moves at nearly constant speed as long as the lost voltage, about $gV_a$, is also small compared with $2V_T$. When $g$ reaches 1, half the voltage lies across the resistor. This happens at

$$x_1=\frac{\ln(RG_c)}{2\kappa}=\frac{\ln 7.748}{2\times7.245\ \text{nm}^{-1}}=0.141\ \text{nm}.$$

For $V\gg2V_T$ the growth speed depends exponentially on the voltage, so at this gap it has already fallen by a factor of 126:

| $x$ (nm) | $V_s$ (mV) | $u(V_s)$ (nm/s) |
|---:|---:|---:|
| 2.000 | 500 | 1187 |
| 0.300 | 454 | 492 |
| 0.141 | 250 | 9.43 |
| 0.050 | 105 | 0.563 |
| 0 | 57.2 | 0.201 |

The quasi-steady contact time is $\int_0^{x_0}dx/u(V_s(x))$, where $x_0$ is the initial gap. The part above $x_1$ takes 4.75 ms and the part below takes 218.12 ms. Thus 98% of the time is spent on the last 0.141 nm.

That distance is smaller than an atom, and the nominal field $V_s/x$ between 0.3 and 0.05 nm is 15 to 21 MV/cm, above the breakdown field of common oxides, so a fixed 2 eV barrier is not realistic there. The crawl is a property of the continuum model; a real tip may close the last part by a jump of one atom, which (1) does not contain. The numerical problem is well defined all the same.

## What goes wrong with a fixed explicit step

The simplest scheme is explicit Euler with a step $h$, stopped when $x\le0$:

$$x_{n+1}=x_n-hu(V_n),\qquad V_{n+1}=V_n+\frac{h}{RC}\{V_a-[1+g(x_n)]V_n\}.$$

During the fast approach $h=10$ µs looks sensible: the tip moves about 0.012 nm per step. The run reports contact after 7.40 ms. The reference value, obtained below without an event search, is 222.82 ms. The reported time is too short by a factor of 30.

To find the cause, freeze the gap and follow a small voltage error $\epsilon_n$. The constant $V_a$ cancels, leaving

$$\epsilon_{n+1}=(1-h\Gamma)\epsilon_n,\qquad \Gamma(x)=\frac{1+g(x)}{RC}.\tag{4}$$

The error decays if $|1-h\Gamma|<1$, that is, if $h\Gamma<2$. Since $\Gamma$ grows as the gap closes, a step that is stable at first can become unstable later. Setting $h\Gamma=2$ gives $g=2RC/h-1$, and the definition of $g$ then gives the gap at which stability is lost:

$$x_h=\frac{1}{2\kappa}\ln\frac{RG_c}{2RC/h-1}.\tag{5}$$

The formula applies when $x_h$ lies between zero and the initial gap. For $h=10$ µs the denominator is 1 and $x_h=0.141$ nm. For $h=5$ µs it is 3 and $x_h=0.0655$ nm. For $h=2$ µs it is 9, which exceeds $RG_c$, so no loss of stability is expected before contact. The limit at contact itself is $2/\Gamma(0)=2.29$ µs.

A clear sign of the instability is a negative $V$. In the differential equation $V$ cannot leave the interval from 0 to $V_a$: at $V=0$ equation (2) gives $\dot V>0$, and at $V=V_a$ it gives $\dot V<0$. In the explicit runs $V$ first becomes negative at 0.1215 nm for 10 µs and at 0.0619 nm for 5 µs. Both gaps lie somewhat below $x_h$, because the oscillation must first grow. It grows from very small errors, including rounding errors, so these gaps and the false contact times depend on the precision of the arithmetic. The values quoted are for double precision; even a different order of the operations shifts the 7.40 ms by about 0.1 ms. Higher precision delays the false contact but does not prevent it: for the 10 µs step the time rises to 11.7 ms at 100 digits and then no longer changes. The 2 µs run never produces a negative voltage.

### From oscillation to false contact

An oscillating voltage might be expected to average out. It does not, because $u$ is nonlinear. For values alternating between $V_s+A$ and $V_s-A$, the addition theorem for $\sinh$ gives the mean speed

$$\frac{u(V_s+A)+u(V_s-A)}2=u(V_s)\cosh\frac{A}{2V_T}.\tag{6}$$

At $g=1$ an amplitude of 0.2 V raises the mean speed 23.9 times. Faster closure raises $g$, which strengthens the instability.

A voltage sufficient for the last jump can be estimated from the gap where $V$ first turned negative; the jump itself starts from a smaller gap and needs slightly less. Crossing 0.1215 nm in 10 µs needs a speed of $1.2\times10^4$ nm/s. Inverting (1),

$$V=2V_T\,\text{arsinh}\frac{u}{2v_0}\approx0.62\ \text{V}.$$

This is above the source voltage, so the circuit cannot supply it. The unstable recursion can. For $h=RC$ it reads $V_{n+1}=V_a-gV_n$. At this gap $g=1.33$, so any $V_n$ below about $-0.09$ V makes the next voltage exceed 0.62 V. A step at such a voltage carries the tip through the electrode, and the sign test on $x$ accepts it as contact. In an actual run a smaller swing may first close part of the gap; the larger $g$ then drives the next swing far above 0.62 V.

## Where the stiffness resides

The eigenvalues of the linearized equations show which motion causes the stiffness. Let $u'=du/dV$. The Jacobian of (1) and (2) is

$$J=\begin{pmatrix}0&-u'(V)\\ 2\kappa gV/(RC)&-\Gamma\end{pmatrix},$$

where the lower left entry uses $dg/dx=-2\kappa g$. Its eigenvalues obey

$$\lambda^2+\Gamma\lambda+\frac{2\kappa gVu'}{RC}=0.$$

When the two rates are well separated, the larger root in magnitude is $\lambda\approx-\Gamma$. For the smaller one $\lambda^2$ can be dropped; with $V=V_s$,

$$\lambda_{\rm slow}\approx-\frac{2\kappa gV_su'}{1+g}=-\frac{d}{dx}u(V_s(x)).\tag{7}$$

The last equality follows from (3), since $dV_s/dx=2\kappa gV_a/(1+g)^2=2\kappa gV_s/(1+g)$. At contact the decay rates are $8.75\times10^5$ s⁻¹ and 3.56 s⁻¹. The capacitor relaxes in about a microsecond, while the gap needs a fifth of a second. This separation is the stiffness.

The reduced equation $\dot x=-u(V_s(x))$ has a largest slow rate of 5706 s⁻¹. Multiplied by 10 µs this is 0.057, far below 2. Explicit Euler applied to it with that step gives 222.83 ms. Backward Euler applied to the full system, also with 10 µs, gives 222.87 ms. The first run removes the fast mode and the second damps it; both succeed. The false contact is therefore due to instability of the capacitor equation, not to coarse sampling of the gap.

The full explicit scheme also works when its step is small enough: 2 µs gives 222.81 ms, but takes 111,407 steps. The method needed here must damp the fast mode while choosing its step from the slow motion.

## An implicit step that damps the fast mode

Write $y=(x,V)$ and $\dot y=f(y)$. Backward Euler damps well but is only first order. A second stage raises the order:

$$Y_1=y+\gamma hf(Y_1),$$
$$Y_2=y+h[(1-\gamma)f(Y_1)+\gamma f(Y_2)],\qquad y_{\rm new}=Y_2.\tag{8}$$

To fix $\gamma$, expand in $h$. To first order $Y_1=y+\gamma hf$ and $Y_2=y+hf$, so

$$y_{\rm new}=y+hf+h^2[(1-\gamma)\gamma+\gamma]Jf+O(h^3).$$

The exact solution has $\tfrac12h^2Jf$ in the second-order term. Hence $2\gamma-\gamma^2=\tfrac12$, with roots $1\pm1/\sqrt2$. I take $\gamma=1-1/\sqrt2$, which places the first stage inside the step.

For damping, apply (8) to $\dot y=\lambda y$ with $q=h\lambda$. The first stage gives $Y_1=y/(1-\gamma q)$. The second gives $(1-\gamma q)Y_2=y+(1-\gamma)qY_1$. Inserting $Y_1$,

$$\frac{Y_2}{y}=S(q)=\frac{1-\gamma q+(1-\gamma)q}{(1-\gamma q)^2}=\frac{1+(1-2\gamma)q}{(1-\gamma q)^2}.\tag{9}$$

On the imaginary axis, $q=i\omega$, the condition on $\gamma$ makes $(1-2\gamma)^2=2\gamma^2$. Therefore

$$|S(i\omega)|^2=\frac{1+2\gamma^2\omega^2}{1+2\gamma^2\omega^2+\gamma^4\omega^4}\le1.$$

The pole of $S$ lies at $q=1/\gamma>0$, and $S\to0$ for large $|q|$. By the maximum principle $|S|\le1$ throughout the left half-plane. Together with $S\to0$ this is L-stability: very fast decaying modes are suppressed, not merely kept bounded.

At a gap of 0.02 nm, one step of 100 µs multiplies a small voltage error by $-0.062$ in this method and by $-67$ in explicit Euler.

### Solving the stages

Each stage has the form $Y=b+af(Y)$ with $a=\gamma h$ and known $b$. Newton's method solves

$$(I-aJ)\,\delta=-(Y-b-af(Y)),\qquad Y\leftarrow Y+\delta.$$

The determinant of the matrix is

$$\det(I-aJ)=1+a\Gamma+\frac{2\kappa a^2gVu'}{RC},$$

which is positive for $V>0$, so the linear equations are then solvable. Convergence from a distant starting point is not guaranteed. If the iteration fails, the step is divided by four and repeated. Simple fixed-point iteration would be a poor substitute: near the solution it contracts only if $a$ times the fast rate is below about 1, which brings back a limit of the explicit kind.

### Choosing the step

The formula $y+hf(Y_1)$ is first order and costs nothing extra. Subtracting it from (8) gives the error estimate

$$E=\gamma h[f(Y_2)-f(Y_1)]\approx\gamma(1-\gamma)h^2\ddot y.\tag{10}$$

The approximation holds for smooth motion while $h\Gamma$ is small, since the stages lie a time $(1-\gamma)h$ apart. When $h\Gamma$ is large, the numerical factor for $V$ differs somewhat, but $E$ still scales as $h^2$. Let $\|E\|$ be the larger of the two components, with $x$ in nm and $V$ in volts. A step is accepted if $\|E\|$ does not exceed the tolerance $\tau$. Since $E\propto h^2$, the next trial step is $0.9h\sqrt{\tau/\|E\|}$, with growth limited to a factor of two. During the fast approach $\ddot y$ is nearly zero, and the step formula alone would propose a huge trial step across the knee near $x_1$. In this example such steps are rejected anyway, by the error test or by a failure of Newton's method, so the growth limit only saves some failed trials.

## Detecting contact

Only accepted steps are examined for a change of sign. Suppose that a step of length $h$ starts at $x_n>0$ and ends at $x\le0$. Let $x_{\rm new}(s)$ be the gap after an implicit step of length $s$ from the same start. It is positive at $s=0$ and not positive at $s=h$. On a continuous branch of the stage solution there is a root between them, and a bracketing root finder locates it. The contact time is $t_n+s$.

Repeating the step avoids a separate interpolation formula, so the located state carries the accuracy of the method itself. The refinement matters because the late steps are long. At $\tau=10^{-5}$ the crossing step ends 4.66 ms after contact, whereas the located time differs from the reference by 0.005 ms.

The order of operations is:

1. Solve both stages; if Newton's method fails, shorten the step.
2. Compute $E$; if it is too large, shorten the step and repeat.
3. If the accepted gap is still positive, advance and choose the next step.
4. Otherwise solve $x_{\rm new}(s)=0$ and stop.

## Reading the contact times

The reference run uses the gap as independent variable. Since $u>0$ during closure, (1) and (2) can be divided by $\dot x$:

$$\frac{dt}{dx}=-\frac1{u(V)},\qquad \frac{dV}{dx}=-\frac{\dot V}{u(V)}.$$

Contact is then the fixed end of the integration range, and no event search is needed. This form breaks down if the drive reverses, because $u$ passes through zero. The time-based scheme remains usable then, with Newton's method guarded as above.

The adaptive implicit method gives 222.816 ms in 396 accepted steps at $\tau=10^{-5}$, and 222.821 ms in 3784 steps at $\tau=10^{-7}$. The errors relative to the reference are $2.4\times10^{-5}$ and $2.6\times10^{-7}$. A hundredfold smaller tolerance costs about ten times as many steps, as $E\propto h^2$ implies. In the coarser run $h\Gamma$ reaches 5118, where the explicit limit is 2.

The small difference between the quasi-steady time and the reference can be explained too. Adding the quasi-steady times gives 222.87 ms, about 0.05 ms above the reference. The capacitor lags behind the falling $V_s$, so the true $V$ is slightly higher: to leading order $V-V_s=u\,(dV_s/dx)/\Gamma$. The resulting change of the contact time is

$$\Delta t\approx-\int_0^{x_0}\frac{u'}{u^2}(V-V_s)\,dx=-\int_0^{x_0}\frac1\Gamma\frac{d\ln u}{dx}\,dx.$$

The logarithm of $u$ changes by $\ln(1187/0.201)=8.7$, and $1/\Gamma$ lies between 1.14 and 10 µs. The contact is thus advanced by between 0.010 and 0.087 ms, which brackets the observed difference.

## Limits of the design

If $RG_c\ll1$, the resistor never takes over the voltage. The contact time tends to $x_0/u(V_a)$, and $\Gamma$ stays near $1/(RC)$. An explicit step below $2RC/(1+RG_c)$, which is only slightly less than $2RC$, then remains stable, and the late stiffening described here is absent.

If $RG_c\gg1$ and the voltage at contact is far below $2V_T$, the last part of the crawl has $V_s\approx V_a/g$ and $u\approx v_0V_s/V_T$. Its duration is

$$t_{\rm crawl}\approx\frac{V_T}{v_0V_a}\int_0^\infty g\,dx=\frac{RG_cV_T}{2\kappa v_0V_a}.$$

This time is proportional to $R$, and so is the total contact time once this part dominates it. The example has not reached this limit, since 57.2 mV is not small compared with $2V_T=51.7$ mV.

If $C\to0$ at fixed $R$, the explicit limit tends to zero while $V$ approaches $V_s$. The reduced equation is then the simpler choice. The two-variable implicit method is useful when the capacitor's lag matters or when the drive changes quickly. None of these choices repairs the physical assumptions. The crawl lengthens with $G_c$ and takes place within less than an atomic diameter, so the assumptions of a single conducting channel and a continuous gap limit the meaning of the contact time far more than its numerical error does. The full set of values is in the numerical output.

## Values computed for the example and the checks

```
applied voltage 0.50 V, initial gap 2.0 nm
R = 100 kOhm, C = 100 pF, RC = 10.0 us
temperature 300 K, barrier 2.0 eV
exchange current density 1.0 A/m^2
atomic volume 0.012 nm^3, tip 100 nm^2
thermal voltage VT = 25.852 mV
exchange speed v0 = 0.07490 nm/s
kappa = 7.2453 1/nm, Gc = 77.481 uS
R*Gc = 7.7481, gap where g = 1: 0.1413 nm
voltage drop by neglected ionic current: 0.158 uV
gap nm | g | V_s mV | speed nm/s | explicit limit 2/rate us
2.0000 | 2.009e-12 | 500.00 | 1187 | 20.000
0.3000 | 1.003e-01 | 454.43 | 491.5 | 18.177
0.1413 | 1.000e+00 | 250.00 | 9.427 | 10.000
0.0500 | 3.754e+00 | 105.17 | 0.5628 | 4.207
0.0000 | 7.748e+00 | 57.16 | 0.2014 | 2.286
decay rates at 0.1413 nm: fast 1.9967e+05, slow 330.8 1/s
decay rates at 0.0000 nm: fast 8.7481e+05, slow 3.561 1/s
largest slow rate on the whole path: 5705.8 1/s
quasi-steady time before g = 1: 4.750 ms
quasi-steady time after g = 1: 218.119 ms
reference contact time: 222.82148 ms
cell voltage at contact: 57.155 mV
current at contact: 4.428 uA
implicit, tolerance 1e-05 (nm and V): 222.81604 ms
  accepted 396, rejected 12, relative error 2.4e-05
  largest step*rate 5117.7, crossing step ends 4.6644 ms late
implicit, tolerance 1e-07 (nm and V): 222.82142 ms
  accepted 3784, rejected 12, relative error 2.6e-07
  largest step*rate 522.5, crossing step ends 0.3264 ms late
explicit, step 10 us: contact 7.400 ms, 740 steps
  stability lost at 0.1413 nm, first V < 0 at 0.1215 nm
explicit, step 5 us: contact 45.245 ms, 9049 steps
  stability lost at 0.0655 nm, first V < 0 at 0.0619 nm
explicit, step 2 us: contact 222.814 ms, 111407 steps
  no stability loss before contact, V never negative
backward Euler, step 10 us: 222.870 ms, 22287 steps
explicit without capacitor, step 10 us: 222.830 ms
mean speed gain for 0.2 V oscillation at g = 1: 23.94
error factor, 100 us step at 0.02 nm: implicit -0.0621, explicit -66.99
error ratio on halving the implicit step: 4.001
```
